\section*{Is Exact Exchange Always the Better Starting Point? Stretched H2}

\section{The argument under review}

The manuscript argues as follows. The exact exchange hole is never positive, contains exactly one missing electron, and removes the self-interaction of a single electron. Approximate exchange functionals do not secure all of this. The correlation hole contains no net charge, so correlation is a modest, short-ranged correction that a semilocal functional can supply. Exact exchange is therefore always the better starting point, and exact exchange with semilocal correlation must improve on a functional that is semilocal throughout.

The statements about exchange are correct. The inference from zero net charge to short range is not: a charge distribution can integrate to zero and still carry charge from one end of a molecule to the other. The hydrogen molecule at large bond length $R$ decides whether this matters. Where is the exchange hole of an electron near one nucleus, and where is the full hole?

\section{Holes and energies}

I use Hartree atomic units; $r$ and $r'$ denote position vectors. The nuclei are fixed, and the state is the singlet ground state, whose spin density vanishes everywhere. The Kohn--Sham reference is spin-restricted and so shares this property.

Let the pair density $P_2(r,r')$, summed over spins, integrate to $N(N-1)$. Given one electron at $r$, the other $N-1$ have density $P_2(r,r')/n(r)$ at $r'$. The hole is the difference between this and the ordinary density:
\begin{equation}
n_{xc}(r,r')=\frac{P_2(r,r')}{n(r)}-n(r'),\qquad
\int n_{xc}\,d^3r'=(N-1)-N=-1 .
\end{equation}
The Kohn--Sham determinant has the same density and the same $N$, so its hole $n_x$ also integrates to $-1$. The correlation hole $n_c=n_{xc}-n_x$ then integrates to zero.

With $U=\frac12\iint n(r)n(r')/|r-r'|$ and $W$ the electron repulsion operator, the energies are
\begin{equation}
E_{xc}=T-T_s+\langle W\rangle-U,\qquad E_x=\langle W\rangle_{KS}-U,\qquad E_c=E_{xc}-E_x .
\end{equation}
The kinetic part of correlation, $T_c=T-T_s$, can be absorbed into a hole. Let $\Psi_\lambda$ minimize $F_\lambda=\langle T+\lambda W\rangle$ at fixed density $n$. Since $\Psi_\lambda$ is variational and the constraint does not depend on $\lambda$, $dF_\lambda/d\lambda=\langle W\rangle_\lambda$. Integrating from $F_0=T_s$ to $F_1=T+\langle W\rangle$ gives
\begin{equation}
E_{xc}=\int_0^1\!\big(\langle W\rangle_\lambda-U\big)d\lambda
=\frac12\iint\frac{n(r)\,\bar n_{xc}(r,r')}{|r-r'|}\,d^3r\,d^3r',
\end{equation}
where $\bar n_{xc}$ is the hole averaged over $\lambda$. I first examine the hole at full interaction, $\lambda=1$, and then the average.

\section{The exchange hole does not follow the electron}

A two-electron singlet has a symmetric spatial wavefunction $\Psi(r,r')$, and $P_2=2|\Psi|^2$. In the Kohn--Sham state both electrons occupy one real orbital $\varphi$, so $\Psi=\varphi(r)\varphi(r')$ and $n=2\varphi^2$. Hence
\begin{equation}
P_2^{KS}=2\varphi(r)^2\varphi(r')^2=\tfrac12 n(r)n(r'),\qquad
n_x(r,r')=\tfrac12n(r')-n(r')=-\tfrac12 n(r').
\end{equation}
The reference position $r$ has disappeared. By symmetry, half of the missing electron lies on each side of the midplane, at every bond length. Inserting this hole in the energy gives $E_x=-U/2$.

The orbital also fixes the noninteracting kinetic energy. From $\varphi=\sqrt{n/2}$ follows $\nabla\varphi=\nabla n/(2\sqrt{2n})$, and two electrons give
\begin{equation}
T_s=2\cdot\frac12\int|\nabla\varphi|^2d^3r=\int\frac{|\nabla n|^2}{8n}\,d^3r .
\end{equation}

\section{The full hole does}

At large $R$ the ground state approaches the Heitler--London form. With atomic $1s$ orbitals $a$ and $b$ on nuclei $A$ and $B$, and their overlap neglected,
\begin{equation}
\Psi=\frac{a(r)b(r')+b(r)a(r')}{\sqrt2},\qquad n=a^2+b^2 .
\end{equation}
For $r$ near $A$, $b(r)$ is negligible. Then $P_2\to a(r)^2b(r')^2$ and $n(r)\to a(r)^2$, so that
\begin{align}
n_{xc}&\to b(r')^2-\big[a(r')^2+b(r')^2\big]=-a(r')^2,\\
n_c&\to-a(r')^2+\tfrac12\big[a(r')^2+b(r')^2\big]
=-\tfrac12\big[a(r')^2-b(r')^2\big].
\end{align}
An electron at $A$ excludes the other electron from $A$ and leaves the density at $B$ intact. Exchange alone misses this. The correlation hole carries half an electron's worth of hole from $B$ to $A$; its net charge is zero and its range is $R$.

Averaging over reference positions shows what the split hole means physically. Let $P_{\rm same}$ be the probability that both electrons are on the same side of the midplane. The side of $A$ holds $N_A=1$ electron on average. Both electrons are there with probability $P_{\rm same}/2$, so $P_2$ integrated with both arguments on that side gives $2\cdot P_{\rm same}/2=P_{\rm same}$. The average hole population on the electron's own side is therefore
\begin{equation}
\frac{P_{\rm same}-N_A^2}{N_A}=P_{\rm same}-1 .
\end{equation}
The variance of the electron number on one side is $N_A+P_{\rm same}-N_A^2=P_{\rm same}$. The determinant has $P_{\rm same}=1/2$ at any distance: its electrons are distributed independently, and half the time one atom has both. In the true state the variance tends to zero, because the fragments are neutral atoms.

\section{The energy at stake}

Let $J$ be the Coulomb repulsion of two $1s$ charge clouds on the same nucleus. The cloud has radial density $4s^2e^{-2s}$, and the charge inside radius $s$ is $1-e^{-2s}(1+2s+2s^2)$. Counting each pair of shells once and doubling,
\begin{align}
J&=2\int_0^\infty\frac{4s^2e^{-2s}}{s}\left[1-e^{-2s}(1+2s+2s^2)\right]ds\nonumber\\
&=8\left[\frac14-\frac1{16}-\frac1{16}-\frac3{64}\right]=\frac58 .
\end{align}
Up to terms that vanish exponentially with $R$, clouds on different nuclei repel as $1/R$. Thus $U=\frac12(2J+2/R)=J+1/R$, while $\langle W\rangle\to1/R$. Where only one atomic orbital is appreciable, the formula for $T_s$ reduces to that atom's kinetic energy, so $T_c\to0$. Therefore
\begin{align}
E_x&\to-\frac J2-\frac1{2R},\\
E_{xc}&\to\frac1R-\left(J+\frac1R\right)=-J,\\
E_c&\to-\frac J2+\frac1{2R}.
\end{align}
Correlation is no small remainder here. As $R\to\infty$ it equals exchange, at $-5/16$ hartree each. The density around either nucleus becomes that of an isolated atom with zero spin density, so a semilocal correlation energy tends to a constant and cannot reproduce the $1/(2R)$ term.

\section{Does the averaged hole localize too?}

An objection remains: $E_{xc}$ contains the average over $\lambda$, and at $\lambda=0$ the hole is split. A symmetric two-site model, with hopping $t$ and on-site repulsion $U_s$, settles the point within that model. Symmetry keeps one electron on each site for every $\lambda$, so the density is fixed without an added potential. Between the normalized covalent singlet (one electron per site) and the symmetric ionic singlet, the Hamiltonian and its lowest energy are
\begin{equation}
H_\lambda=\begin{pmatrix}0&-2t\\-2t&\lambda U_s\end{pmatrix},\qquad
E_\lambda=\frac{\lambda U_s-\sqrt{\lambda^2U_s^2+16t^2}}2 .
\end{equation}
The ionic weight is $P_{\rm same}$. It multiplies $\lambda U_s$ in the energy, so it is the derivative of $E_\lambda$ with respect to $\lambda U_s$:
\begin{align}
P_{\rm same}(\lambda)&=\frac12\left[1-\frac{\lambda U_s}{\sqrt{\lambda^2U_s^2+16t^2}}\right],\\
\int_0^1P_{\rm same}\,d\lambda&=\frac12\left[1-\frac{\sqrt{U_s^2+16t^2}-4t}{U_s}\right]
\simeq\frac{2t}{U_s}\quad(t\ll U_s).
\end{align}
The hole is delocalized only for $\lambda$ up to about $4t/U_s$, a window that closes as the sites separate. For $t/U_s=0.01$ the same-side probability is $0.0004$ at full strength and $0.0196$ on average. Averaging slows the localization from second to first order in $t/U_s$, but does not prevent it. The correlation energy is $U_s$ times the averaged $P_{\rm same}$ minus its exchange value $1/2$, here $(0.0196-0.5)U_s=-0.4804\,U_s$.

\section{Numbers for the molecule}

To see how early the effect sets in, I diagonalized the two-electron Hamiltonian of H$_2$ in the full space of the cc-pVTZ basis (full configuration interaction). This leaves out basis-set incompleteness, nuclear motion and relativity. Populations, $T_s$ and the PBE energies were integrated by quadrature in prolate spheroidal coordinates. In the table, $q$ is the own-side population of $n_{xc}$ at $\lambda=1$ for a reference electron at a nucleus; the exchange value is $-0.5$ in every row. Lengths are in bohr, energies in hartree.

\begin{center}
\begin{tabular}{rrrrrr}
$R$ & $q$ & $P_{\rm same}$ & $E_x$ & $E_c$ & $E_{xc}$\\
1.4 & $-0.619$ & 0.4250 & $-0.6609$ & $-0.0396$ & $-0.7006$\\
3 & $-0.837$ & 0.2442 & $-0.4777$ & $-0.0766$ & $-0.5543$\\
5 & $-0.982$ & 0.0365 & $-0.4103$ & $-0.1851$ & $-0.5954$\\
10 & $-1.000$ & 0.0002 & $-0.3625$ & $-0.2622$ & $-0.6247$
\end{tabular}
\end{center}

The last digits depend on the basis. In cc-pVQZ, $q$ becomes $-0.613$ at 1.4 bohr and $-0.833$ at 3 bohr, $P_{\rm same}$ becomes $0.2467$ at 3 bohr and $0.0374$ at 5 bohr, $E_c$ and $E_{xc}$ at 1.4 bohr become $-0.0406$ and $-0.7019$, and the other energies move by at most $0.0005$.

Near equilibrium, at $R=1.4$, the true hole is only moderately lopsided. At 5 bohr it is almost entirely on the electron's own side. At 10 bohr the asymptotic formulas give $E_x=-0.3125-0.0500=-0.3625$ and $E_c=-0.3125+0.0500=-0.2625$, in agreement with the table to within $0.0003$. The computed $T_c$ is between $0.0003$ and $0.0004$ there, depending on the basis, so nearly all of $E_c$ is the repulsion energy saved by moving the hole.

Next, approximate functionals were evaluated on the same computed densities. All other energy terms are then common, so an error in $E_{xc}$, relative to the full-configuration-interaction value, is also the error in the total energy. Self-consistent relaxation is not included. The ``mixture'' has 25 percent exact exchange, 75 percent PBE exchange and full PBE correlation, which is the form of PBE0.

\begin{center}
\begin{tabular}{rrrrr}
$R$ & exact $x$ & exact $x$ + PBE $c$ & mixture & PBE\\
1.4 & $+0.0396$ & $-0.0040$ & $+0.0040$ & $+0.0066$\\
3 & $+0.0766$ & $+0.0400$ & $+0.0178$ & $+0.0104$\\
5 & $+0.1851$ & $+0.1547$ & $+0.0844$ & $+0.0610$\\
10 & $+0.2622$ & $+0.2323$ & $+0.1233$ & $+0.0869$
\end{tabular}
\end{center}

At 1.4 bohr the manuscript's recommendation holds for the total energy: exact exchange with PBE correlation has a smaller error than PBE. At 3 bohr the order is already reversed. At 10 bohr the recommended combination is wrong by 0.2323 hartree (6.32 eV) and PBE by 0.0869 hartree (2.36 eV). PBE is not good there; it is less bad. In cc-pVQZ the row at 1.4 bohr moves up by about $0.001$ (to $-0.0030$, $+0.0050$ and $+0.0077$ in the last three columns) and the other rows by less than $0.001$; the order of exact exchange with PBE correlation against PBE is unchanged. These are errors in total energies. A binding energy also contains the errors of the separate atoms, so its ranking can differ. Here it does. On the exact spin-polarized density of a hydrogen atom, exact exchange with PBE correlation errs by $-0.0060$ and PBE by $+0.0006$. The errors in $E({\rm H}_2)-2E({\rm H})$ at 1.4 bohr are then $-0.0040+0.0120=+0.0080$ and $0.0066-0.0012=+0.0054$, so PBE is the better of the two even near equilibrium.

The parts explain the order. At 10 bohr PBE exchange is $-0.5080$, which is $0.1455$ below exact exchange. PBE correlation is $-0.0298$, which misses $0.2622-0.0298=0.2324$ of the correlation energy. The two errors partly cancel: $0.2324-0.1455=0.0869$. Exact exchange corrects the first error and exposes the second. In a mixture with fraction $\alpha$ of exact exchange the error is $0.0869+0.1455\,\alpha$, so every added portion makes the energy worse. At 1.4 bohr PBE exchange, $-0.6504$, lies above the exact value, and the slope has the opposite sign.

\section{Why semilocal exchange errs in a useful direction}

The local-density approximation shows the mechanism explicitly. It assigns to an electron at $r$ the exchange hole of a uniform gas with density $n(r)$ and Fermi wavevector $k_F=(3\pi^2n)^{1/3}$. The density matrix of that gas at separation $u$ is
\begin{equation}
\gamma(u)=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf u}
=\frac{k_F^3}{\pi^2}\frac{j_1(x)}x=3n\,\frac{j_1(x)}x,\qquad x=k_Fu,
\end{equation}
where $j_1$ is the spherical Bessel function. With two equally filled spins the hole is
\begin{equation}
n_x^{\rm LDA}=-\frac{\gamma^2}{2n}=-\frac{9n}2\left[\frac{j_1(x)}x\right]^2 .
\end{equation}
It is centred on the electron and knows nothing of a second nucleus. A sphere of radius $u>R/2$ around a point in the plane through $A$ perpendicular to the bond has a fraction $\frac12[1-R/(2u)]$ of its surface beyond the midplane. Integrating over shells numerically at $R=10$ bohr gives an own-side population of $-0.977$ for an electron at $A$, and $-0.956$ for one displaced by 1 bohr perpendicular to the bond. Points nearer the midplane or in the tail of the density give less; the average weighted by the density is $-0.918$. The exact exchange hole has $-0.5$, the true full hole nearly $-1$.

For these reference points in the molecule stretched to 10 bohr, the local-density exchange hole is thus a poor model of the exchange hole and a fair model, in its location, of exchange and correlation together. The statement does not extend to short bonds, where the true full hole is itself only moderately lopsided. I have not constructed a hole for PBE. Its exchange energy lies 0.1455 hartree below the exact value. The sign is what moving hole charge from the far nucleus toward the electron would give, but the size depends on the shape of the hole: the localized hole $-a(r')^2$ gives $-J$, which at 10 bohr is $0.2625$ hartree below exact exchange. Reading the PBE error as localization is therefore an inference from its sign alone.

\section{Limits of the correction}

The opposite slogan, that a localized hole is always right, fails for H$_2^+$. With one electron $P_2=0$, so the exact hole is $n_{xc}=-n(r')$: half on each nucleus, and correct. The electron number on one side really does fluctuate, with variance $\frac12-\frac14=\frac14$. At large $R$, $n=(a^2+b^2)/2$ gives $E_{xc}=-U=-\frac14(J+1/R)$, or $-0.181$ hartree at 10 bohr. The one-electron ground state in the same basis also gives $-0.181$. PBE, evaluated on that density with full spin polarization, gives $-0.257$, which is $0.076$ hartree too low. Here exact exchange is the whole answer.

Spin symmetry is the second limit. If the determinant may place an up-spin electron in $a$ and a down-spin electron in $b$, exchange acts within each spin and
\begin{equation}
n_x=-\frac{a(r)^2a(r')^2+b(r)^2b(r')^2}{n(r)}\to-a(r')^2\qquad(r\text{ near }A).
\end{equation}
Exchange alone is now localized. An unrestricted Hartree--Fock calculation at 10 bohr, started from this arrangement, gives an own-side population of $-0.9999$ and a total energy of $-0.9996$ hartree, equal to the full-configuration-interaction energy to the digits given. The price is a spin density that integrates to $0.9998$ on one side, where the true singlet has zero. The determinant is an equal mixture of singlet and triplet, so $\langle S^2\rangle=\frac12\cdot0+\frac12\cdot2=1$ instead of 0.

\section{Recommendation}

The word ``always'' has to go, and the claim needs its condition. Exact exchange is the right exchange, but a functional is judged by exchange and correlation together. Once exchange is exact, the error left in $E_{xc}$ is that of the correlation functional alone. The replacement improves the total energy at a given density only if this error is smaller in size than the combined error of semilocal exchange and correlation. In spin-restricted stretched H$_2$ what remains is half a hole to be moved across the bond. A revised manuscript should either supply a nonlocal correlation functional that does this, or exclude stretched bonds described by a spin-restricted determinant. For the cases that remain, it should test the recommendation on energy differences as well as on total energies.
